# Why Townsend Electrons Oscillate in Space, and What Damps Them

Electrons released steadily near a plane, with almost no kinetic energy, drift through a model gas at 1 Torr in a field of 1.5 V/cm. Their main inelastic loss is 17 eV. The computed excitation rate peaks at 14.2, 27.4, 40.7 and 54.0 cm from the plane. The spacing is about 13.3 cm, although 17 eV divided by 1.5 V/cm is 11.3 cm. The peak heights, relative to the rate far downstream, fall as 3.65, 2.71, 2.23 and 1.93. Three things need explaining: the regular spacing, its excess over 11.3 cm, and the decay.

## The model

Let $u$ be the kinetic energy, $eE$ the force along $+x$, and $w=u-eEx$ the total energy. The gas has density $N$, is cold, and scatters isotropically with constant momentum cross-section $\sigma_m$. Ionization and electron-electron collisions are left out for now.

Write the distribution as $f+f_1\cos\theta$, with $f_1\ll f$ and higher angular terms dropped. Free flight conserves $w$, so the space and force terms combine into one derivative at fixed $w$:
$$\left.\partial_x\right|_w=\left.\partial_x\right|_u+eE\,\partial_u .$$
In steady state, flight creates anisotropy and collisions remove it: $v\cos\theta\,\partial_x f=-vN\sigma_m f_1\cos\theta$, so $f_1=-\partial_x f/(N\sigma_m)$. The number of electrons per unit energy is proportional to $\sqrt u f$, and $\langle\cos^2\theta\rangle=1/3$. Their flux is therefore $-\sqrt u\,v\,\partial_x f/(3N\sigma_m)$: diffusion in $x$ at constant $w$.

An elastic collision gives an atom of mass $M$ the energy $(2m/M)u(1-\cos\chi)$, where $\chi$ is the scattering angle. The isotropic average is $(2m/M)u$. Balancing the flows and dividing by the common factor $\sqrt{2/m}$ (since $\sqrt u\,v=\sqrt{2/m}\,u$) gives
$$\partial_x(D\,\partial_x f)+\partial_w(\rho f)-\sum_k uN\sigma_k f+\sum_k\big[uN\sigma_k f\big]_{x,\,w+U_k}=0,$$
$$D=\frac{u}{3N\sigma_m},\qquad \rho=\frac{2m}{M}N\sigma_m u^2 .$$
The last sum returns electrons that had total energy $w+U_k$ and lost $U_k$.

The diffusive picture needs many collisions per cycle. Here the mean free path is 0.155 cm and $U_1/eE$ is 73 times longer.

## First contribution: one fixed loss

Keep one loss $U_1$ and set $\rho=0$. Let $F_0(u)$ be the spatially uniform solution and $g(w)$ any function with $g(w+U_1)=g(w)$. Then $g(w)F_0(u)$ is also a solution: the $x$-derivatives act at fixed $w$, so $g$ passes through them, and in the return term $g$ keeps its value. At fixed $u$, $w$ changes by $U_1$ when $x$ changes by $U_1/eE$. The pattern therefore repeats with period $U_1/eE$ and does not decay.

Physically, $w$ moves down a ladder with rungs $U_1$ apart, and nothing moves an electron from one ladder to another. Diffusion varies the time spent between rungs, but a steady-state experiment does not record time. A finite excitation cross-section lets electrons excite at various energies above threshold, which blurs each peak without accumulating from one peak to the next. A source narrow in $w$ compared with $U_1$ gives a strong pattern; if the source fills all ladders equally, $g$ is constant and there is no pattern.

A direct solution of the discretized equation for this case tests the claim. It gives a period of 16.998 eV$/eE$ and an amplitude loss exponent of $2\times10^{-5}$ per period.

## From energy losses to period and damping

Now allow several losses. Follow one electron and mark its first upward passage through $u=U_1$ after each excitation. If excitation happens below $2U_1$, the electron restarts below $U_1$, and since $u$ then varies continuously it must cross $U_1$ again. At the $n$th mark $w=U_1-eEX_n$, so
$$X_{n+1}-X_n=\frac{L}{eE},$$
where $L$ is all the energy lost between the marks. The coefficients depend on $u$ alone and diffusion has no memory, so successive values of $L$ are independent and identically distributed.

Away from the source, the density $R$ of marks obeys $R(X)=\langle R(X-L/eE)\rangle$. Inserting $R\propto e^{\kappa X}$ and defining $s=\kappa/eE$ gives
$$\langle e^{-sL}\rangle=1 .$$
The excitation rate has the same exponents, because each mark leads to an excitation at a distance whose distribution is the same everywhere.

No root can have $\mathrm{Re}\,s>0$, since then $|\langle e^{-sL}\rangle|<1$. A root with $\mathrm{Re}\,s=0$ needs all the phases $e^{-sL}$ to equal 1. Any spread of $L$ that prevents this alignment damps the wave.

For small spread, take the logarithm on the branch of the fundamental:
$$-s\bar L+\tfrac12 s^2\sigma_L^2=-2\pi i .$$
Without the second term, $s_0=2\pi i/\bar L$. Put $s=s_0+s_1$ and keep first order in $\sigma_L^2$: $-s_1\bar L+\tfrac12s_0^2\sigma_L^2=0$. Since $s_0^2=-4\pi^2/\bar L^2$,
$$s_1=-\frac{2\pi^2\sigma_L^2}{\bar L^3}.$$
The period is $\bar L/eE$, and over one period the amplitude falls by $e^{-\gamma}$ with
$$\gamma=-\bar L\,\mathrm{Re}\,s=\frac{2\pi^2\sigma_L^2}{\bar L^2}.$$
The mean loss sets the period and the spread sets the damping. An extra loss that was the same for every electron would stretch the pattern without damping it. For the $n$th harmonic, $2\pi$ is replaced by $2\pi n$, so at this order $\gamma$ grows as $n^2$ and sharp peaks round off first.

## Second contribution: elastic loss

Take first a sharp threshold, where every electron reaching $U_1$ excites at once and restarts at $u=0$. Let $A$ be the elastic loss accumulated on the way from $u$ to $U_1$, with mean $m_1(u)$ and mean square $m_2(u)$. To leading order in $A/U_1$, ignore the effect of the loss on the path itself.

In a short time $dt$ the electron loses $r\,dt$, with $r=\sqrt{2/m}\,\rho/\sqrt u$, and diffuses to a new $u$. The operator that averages a function over this diffusive step is the adjoint of the one that moves the density $\sqrt u f$. Integrating by parts twice gives it as $\sqrt{2/m}\,u^{-1/2}\partial_x D\,\partial_x$, with $\partial_x=eE\,d/du$ at fixed $w$. Since $A=r\,dt+A'$, where $A'$ is the remaining loss, we have $\langle A\rangle=\langle A'\rangle+r\,dt$ and $\langle A^2\rangle=\langle A'^2\rangle+2r\,dt\,\langle A'\rangle$. Hence
$$(eE)^2(Dm_1')'=-\rho,\qquad (eE)^2(Dm_2')'=-2\rho m_1 .$$
Insert $D$ and $\rho$ and define $a=\frac23\frac mM\left(\frac{N\sigma_m}{eE}\right)^2$. The first equation becomes $(um_1')'=-9au^2$. With no flux at $u=0$ and $m_1(U_1)=0$,
$$um_1'=-3au^3,\qquad m_1=a(U_1^3-u^3).$$
The mean loss per cycle is
$$\delta=m_1(0)=\frac23\frac mM\left(\frac{N\sigma_m}{eE}\right)^2U_1^3 .$$
The second equation is $(um_2')'=-18a^2u^2(U_1^3-u^3)$. One integration gives $um_2'=-a^2(6U_1^3u^3-3u^6)$. Dividing by $u$ and integrating from 0 to $U_1$ gives
$$m_2(0)=a^2\left(2U_1^6-\tfrac12U_1^6\right)=\tfrac32\delta^2 .$$
The variance is $\frac32\delta^2-\delta^2=\frac12\delta^2$. The spread is comparable with the mean because some electrons diffuse almost directly to the threshold while others wander back and forth. With $\bar L\approx U_1$ at leading order,
$$\gamma_{\rm el}\approx\pi^2\left(\frac{\delta}{U_1}\right)^2\propto\left(\frac NE\right)^4$$
at fixed $\sigma_m$, $m/M$ and $U_1$.

Two tests support this. In the first, 6000 simulated electrons made real flights and isotropic collisions over a distance of 40 mean free paths along the field. Their mean loss was 1.05 times the formula and their variance 0.51 of the squared mean. In the second, the kinetic equation was solved with a sharp threshold at $\delta/U_1=0.02$ and 0.04, and $\gamma$ came out 1.0% and 1.8% above the formula.

For the example, $m/M=2.74\times10^{-5}$ and $N\sigma_mU_1/eE=73.0$, so
$$\delta=\tfrac23(2.74\times10^{-5})(73.0)^2(17\ \text{eV})\approx1.65\ \text{eV},\qquad \gamma_{\rm el}\approx0.094 .$$

With the example's actual excitation cross-section, $10^{-22}$ m², the kinetic equation gives 0.170 instead. The threshold is not sharp. Just above it, treat $u$ as constant and neglect elastic loss; then $(eE)^2f''/(3N\sigma_m)=N\sigma_1f$, and $f$ decays over
$$\Delta=\frac{eE}{N\sqrt{3\sigma_m\sigma_1}}=1.9\ \text{eV}.$$
Electrons therefore wander up to about $U_1+\Delta$. Since $\delta$ grows as the cube of the energy reached, its variance grows as the sixth power. The crude factor $(18.9/17)^6\approx1.9$ turns 0.094 into 0.18. The closeness to 0.170 is partly a cancellation: the scaled leading-order mean and variance are 2.3 eV and 2.6 eV², the actual ones are 2.7 eV and 3.8 eV², and the longer cycle and the higher terms of the expansion pull $\gamma$ back down. As a test of this cause, $\sigma_1$ was raised 25-fold with all else fixed. This shrinks $\Delta$ fivefold, and $\gamma$ dropped to 0.107, close to the sharp-threshold value.

## Third contribution: a competing channel

Remove elastic loss again and add a second loss $U_2=19$ eV with the same cross-section. Let $h(u)$ be the chance that the next excitation is of the second kind. The same short-time argument, now with excitation included, gives
$$(eE)^2(Dh')'-uN(\sigma_1+\sigma_2)h+uN\sigma_2=0,$$
and $p=h(U_1)$ is the chance per cycle, here 0.209. The loss takes two values, so
$$\bar L=U_1+p(U_2-U_1),\qquad \sigma_L^2=p(1-p)(U_2-U_1)^2 .$$
Numerically, $\bar L=17.42$ eV and $\sigma_L^2=0.209\times0.791\times4=0.66$ eV², so $\gamma_{\rm ch}=2\pi^2(0.66)/(17.42)^2=0.043$. The kinetic equation, solved separately as a test, also gives 0.043.

A second channel does not damp every possible pattern. If all losses are multiples of a common energy $U_c$, then $s=2\pi i/U_c$ aligns every phase and a finer ladder survives. With losses of 12 and 18 eV and no elastic loss, the 12 eV pattern is damped with $\gamma=0.062$, while the 6 eV pattern shows no damping beyond $10^{-8}$ per period. Elastic loss, being continuous, breaks this alignment too.

## Weighing the contributions

With both mechanisms acting, the mean loss per cycle is
$$\bar L=17+0.200\times2+2.64=20.04\ \text{eV}.$$
The elastic part accounts for most of the stretching beyond 17 eV. Dividing by 1.5 V/cm gives 13.36 cm; the computed mode has 13.25 cm, or 0.8% less. The next terms in the expansion account for this. Large losses form a long tail, with a third cumulant of 14 eV³, which shortens the period by about 1.2%, while the $\sigma_L^4$ term lengthens it by about 0.2%.

The damping is $\gamma=0.195$, so the wave keeps 82% of its amplitude per period and decays by a factor $e$ over 68 cm. The spread is not very small here: the actual variance $\sigma_L^2=4.3$ eV² inserted in the small-spread formula overestimates $\gamma$ by 9%. The separate values add up to $0.170+0.043=0.213$. Part of the difference is arithmetic: with $p=0.200$ and the longer cycle, the channel term becomes $2\pi^2(0.64)/(20.04)^2=0.031$. The same effect acts on the elastic term: the second channel lengthens the mean cycle from 19.7 to 20.04 eV, which lowers the elastic term from 0.170 to about 0.165. The close match of $0.165+0.031$ to 0.195 is partly a cancellation, since the elastic variance also falls from 3.78 to 3.65 eV² and a small positive covariance with the channel choice appears; the elastic part is 84% of the total variance of 4.34 eV². On this accounting, elastic loss supplies roughly five sixths of the damping.

The balance shifts with field. Doubling $E$ at fixed $N$ cuts the sharp-threshold value of $\gamma_{\rm el}$ sixteenfold, to 0.006. The overshoot doubles to 3.8 eV, and the crude sixth-power correction brings the value back to about 0.02. Meanwhile more electrons reach 19 eV, so $p$ rises, though with equal cross-sections it stays below $1/2$. The channel term alone therefore lies between 0.043, its value at the original field, and about $2\pi^2/18^2=0.061$, its value at $p=1/2$. Competing channels then dominate: the kinetic equation gives 0.023 for elastic loss alone, 0.058 for the second channel alone and 0.072 for both. These values hold only for the two-level model. With a neon-like ionization cross-section, about 13% of cycles end in ionization at this field, and with uniform energy sharing the damping relative to the growing mean is about 0.35. At low $E/N$, elastic loss dominates, and once $\delta$ is comparable with $U_1$ the small-spread formulas fail.

The opening profile came from a separate calculation that followed the electrons downstream from a source spread over the first 2 eV of potential drop. Above the far mean, its peaks stand at 2.65, 1.71, 1.23 and 0.93. The successive ratios, 0.64, 0.72 and 0.76, climb toward 0.82 as the higher harmonics die out. Between 12 and 17 periods from the source, the profile matches the computed mode plus a constant to 0.13% of the wave amplitude at the start of that range.

## Beside a real neon discharge

The parameters are rough values for neon at low current: atomic mass 20 u, $\sigma_m=2\times10^{-20}$ m², and $E/N=4.7$ Td. Real neon has groups of levels near 17 and 19 eV, and its excitation cross-sections rise gradually instead of in steps. Through the overshoot, $\gamma$ depends on the rough step height of $10^{-22}$ m². It depends more steeply on $\sigma_m$, which enters the sharp-threshold formula as the fourth power. Gas at 300 K raises $\gamma$ from 0.195 to 0.200. With an ionization cross-section growing by $1.5\times10^{-23}$ m² per eV above 22 eV, about 0.4% of cycles end in ionization. Neon's cross-section rises roughly seven times faster, by about $10^{-22}$ m² per eV above 21.6 eV, and in this model that makes about 2% of cycles end in ionization. That small share matters, because each event starts two electrons with a loss well above the mean: if they share the excess energy uniformly, the damping relative to the growing mean rate rises from 0.195 to about 0.23. At $10^{14}$ electrons per m³, with a Coulomb logarithm of 10, electron-electron drag on an electron of 8.5 eV is at most 0.5% of the elastic drag; only slower electrons contribute, about two thirds of the total, which makes it 0.3%. Drag understates the effect, because exchange with other hot electrons also spreads the energy, and spread is what damps the wave. With the linearized electron-electron term included, $\gamma$ rises by about 2% at $10^{14}$ m⁻³ and by about 20% at $10^{15}$ m⁻³, where the model already fails.

The model also assumes that the plane and the gas are wide. Sideways diffusion adds to $\langle y^2\rangle$ at a rate set by $2D$, so its mean $q(u)$ obeys $(eE)^2(Dq')'=-2D$. This gives $q'=-u/(eE)^2$ and $q(0)=\frac12(U_1/eE)^2$. The rms displacement in one sharp-threshold cycle is $11.3/\sqrt2=8.0$ cm, far more than the radius of a tube a few centimetres wide. Wall losses or wall reflection would then matter, and their effect on $\gamma$ was not computed. Raising $N$ and $E$ together helps: the kinetic equation depends only on $E/N$ and $Nx$, so at 10 Torr and 15 V/cm the period and sideways spread shrink tenfold while $\gamma$ stays the same. This holds while two-body collisions with the gas dominate and the field stays uniform. A discharge whose space charge modulates its own field needs a further equation for that field.

The remaining values are in the numerical output below.

## Computed results

```
pressure: 1.0 Torr
gas temperature: 300 K
gas density N: 3.219e+22 m^-3
field: 1.50 V/cm
reduced field E/N: 4.66 Td
momentum cross-section: 2.0e-20 m^2
each excitation cross-section: 1.0e-22 m^2
mass ratio m/M: 2.743e-05
losses U1, U2: 17.0, 19.0 eV
mean free path: 0.155 cm
U1/(eE): 11.33 cm
U1/(eE) over mean free path: 73.0
Monte Carlo mean loss / formula: 1.048
Monte Carlo variance / mean^2: 0.510
Monte Carlo sideways <y^2> / formula: 1.009
ladder test, period times eE: 16.9981 eV
ladder test, gamma: 1.7e-05
sharp threshold, delta/U1 = 0.02:
  period shift / delta: 1.014
  gamma / (pi delta/U1)^2: 1.010
sharp threshold, delta/U1 = 0.04:
  period shift / delta: 1.034
  gamma / (pi delta/U1)^2: 1.018
12+18 eV, gamma of 6 eV ladder: 6.9e-09
12+18 eV, gamma of 12 eV mode: 0.0623
example delta, sharp threshold: 1.655 eV
gamma elastic, closed form: 0.0935
gamma elastic, sharp threshold mode: 0.0941
gamma elastic, 25x excitation: 0.1065
gamma elastic, example excitation: 0.1700
overshoot energy above U1: 1.90 eV
p of channel 2, no elastic loss: 0.2087
gamma channel 2 only, mode: 0.0431
gamma channel 2 only, formula: 0.0430
p of channel 2, with elastic loss: 0.2001
elastic loss per cycle, full: 2.640 eV
mean loss per cycle, full: 20.040 eV
period times eE, full mode: 19.874 eV
period, full: 13.25 cm
gamma, full: 0.1949
amplitude kept per period: 0.823
decay length: 68.0 cm
maximum 1: x = 14.17 cm, rate/far mean = 3.649
maximum 2: x = 27.37 cm, rate/far mean = 2.708
maximum 3: x = 40.70 cm, rate/far mean = 2.226
maximum 4: x = 54.03 cm, rate/far mean = 1.932
far profile misfit / amplitude: 0.0013
gamma with gas at 300 K: 0.2004
ionization chance per cycle (rough): 0.00417
electron density for drag estimate: 1e+14 m^-3
electron drag / elastic drag: 0.0051
sideways rms per cycle: 8.01 cm
```
